# Thermal expansion as a velocity constraint in low-Mach reactor flow, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The divergence law and its source

### The physical situation

Cold hydrogen enters a deposition reactor through a showerhead and flows down onto a hot susceptor. Take 300 K at the inlet and 1300 K at the susceptor. The pressure is nearly the same everywhere in the chamber, so gas that reaches the susceptor temperature has expanded by a factor 1300/300 = 4.33. The flow is far slower than sound, and for a gas of uniform temperature that would justify setting the velocity divergence to zero. Here it does not. A slow flow can have large density changes if they come from temperature instead of pressure.

A flow solver therefore needs a value for the divergence at each point. It is fixed by how fast the gas there is being heated. This part derives the relation, the terms that correct it, and the form in which it enters a solver.

### Volume of a parcel

Let \(\mathbf u\) be the mass-averaged velocity and let

\[
\frac{D}{Dt}=\frac{\partial}{\partial t}+\mathbf u\cdot\nabla
\]

be the rate of change seen by an observer moving with the gas. Consider a volume \(\mathcal V(t)\) whose surface moves with the gas. In a time \(dt\) a surface element \(dS\) with outward unit normal \(\mathbf n\) sweeps out the volume \(\mathbf u\cdot\mathbf n\,dS\,dt\). Summing over the surface and using the divergence theorem gives

\[
\frac{d\mathcal V}{dt}=\oint \mathbf u\cdot\mathbf n\,dS=\int_{\mathcal V}\nabla\cdot\mathbf u\,d\mathcal V .
\]

For a parcel of small volume \(\delta\mathcal V\) the divergence is uniform inside it, so

\[
\frac{D\ln\delta\mathcal V}{Dt}=\nabla\cdot\mathbf u .
\]

The divergence is thus the fractional rate of growth of a parcel's volume. It has the unit of an inverse time.

The mass \(\rho\,\delta\mathcal V\) of the parcel is constant, where \(\rho\) is the density. This holds because the surface moves with the mass-averaged velocity, through which there is no net mass flux. Hence \(D\ln\rho/Dt+D\ln\delta\mathcal V/Dt=0\), or

\[
\nabla\cdot\mathbf u=-\frac{D\ln\rho}{Dt}. \tag{1}
\]

The continuity equation gives the same result. Expanding \(\partial\rho/\partial t+\nabla\cdot(\rho\mathbf u)=0\) gives \(D\rho/Dt+\rho\nabla\cdot\mathbf u=0\), and division by \(\rho\) gives (1).

### The gas law

For an ideal gas \(p=\rho RT/W\), where \(R\) is the molar gas constant and \(W\) the mean molar mass. Solved for the density and put in logarithms, this is

\[
\ln\rho=\ln p+\ln W-\ln T-\ln R .
\]

The last term is constant. Taking \(D/Dt\) and inserting the result in (1) reverses each sign:

\[
\nabla\cdot\mathbf u=\frac{D\ln T}{Dt}-\frac{D\ln p}{Dt}-\frac{D\ln W}{Dt}. \tag{2}
\]

Equation (2) needs mass conservation and the ideal-gas law, and nothing about speed or heat transfer. A parcel expands when it is heated, when its pressure falls, or when its mean molar mass falls.

Now assume that the composition is the same for all parcels at all times, so that \(D\ln W/Dt=0\). Assume also that the pressure in the gas law may be replaced by a thermodynamic pressure \(p_0\), uniform in space and constant in time. Then

\[
\boxed{\;\nabla\cdot\mathbf u=\frac{D\ln T}{Dt}=\frac{\partial\ln T}{\partial t}+\mathbf u\cdot\nabla\ln T\;} \tag{3}
\]

The divergence responds to heating of a parcel, not to its temperature. A region of hot gas in which each parcel keeps its temperature has zero divergence. Gas that leaves the hot zone and cools on its way to the exhaust has negative divergence, because its volume shrinks.

Since \(\nabla\cdot\mathbf u=D\ln\delta\mathcal V/Dt\), integration of (3) along the path of a small parcel gives

\[
\frac{\delta\mathcal V_2}{\delta\mathcal V_1}=\frac{T_2}{T_1}. \tag{4}
\]

The volume ratio depends on the two end temperatures and not on the route between them. The shape of the parcel does depend on the route.

### When the pressure term may be dropped

The full pressure is written \(p=p_0+p_1\). The small part \(p_1\) must stay in the momentum equation, because its gradient accelerates the gas. It is dropped from the gas law, where it competes with the whole of \(p_0\).

Steady heated flow in a frictionless duct of constant area shows what this costs. Let \(x\) be distance along the duct and \(u\) the speed. Mass conservation makes \(\rho u\) constant, and the momentum equation is

\[
\frac{dp}{dx}=-\rho u\frac{du}{dx}.
\]

With fixed composition, (2) becomes

\[
\frac{du}{dx}=u\frac{d\ln T}{dx}-\frac{u}{p}\frac{dp}{dx}
=u\frac{d\ln T}{dx}+\frac{\rho u^2}{p}\frac{du}{dx}.
\]

The squared sound speed is \(c^2=\gamma p/\rho\), where \(\gamma\) is the ratio of the heat capacities at constant pressure and constant volume. With the Mach number \(M=u/c\), the last coefficient is \(\rho u^2/p=\gamma M^2\). Moving that term to the left and dividing by \(du/dx\) gives

\[
\frac{u\,d\ln T/dx}{du/dx}=1-\gamma M^2 . \tag{5}
\]

The temperature term is smaller than the true divergence, because the pressure falls along the accelerating stream and adds some expansion. This was tested on a duct with \(\gamma=1.4\) and far-upstream Mach numbers 0.01, 0.1 and 0.3. The heat added per unit mass up to position \(x\) was \(0.75(1+\tanh x)\), in units of \(RT/W\) far upstream. At \(x=0\) the local Mach numbers were 0.0110, 0.1105 and 0.3396. The differenced speed and temperature gave ratios 0.99983, 0.98291 and 0.83852, in agreement with (5).

A small Mach number is not sufficient if the heating changes quickly. Let the heated region have size \(L\), and let its divergence be of size \(S\) and vary over a time \(\tau\). The velocity is then of order \(LS\), its acceleration of order \(LS/\tau\), and the pressure needed to produce that acceleration of order \(\rho L^2S/\tau\). The fractional rate of change of pressure, compared with \(S\), is of order

\[
\frac{1}{S}\,\frac{1}{p_0}\,\frac{\rho L^2S}{\tau^2}
=\frac{\rho}{p_0}\frac{L^2}{\tau^2}
=\gamma\left(\frac{L}{c\tau}\right)^2 . \tag{6}
\]

The heating must therefore vary slowly compared with the time sound takes to cross the region.

A gas column that keeps inertia and sound waves shows the effect. It has 24 cells, \(\gamma=1.4\), and initial length, density, temperature and pressure equal to one in units with \(R/W=1\). One end is closed and the other faces a constant pressure. The heating rate per unit mass is \((14/\tau)\sin^2(\pi t/\tau)\,e^{-m/0.3}\), where \(m\) is the mass fraction counted from the closed end. Between \(0.2\tau\) and \(0.5\tau\) the largest error of (3), relative to the largest divergence, is 0.0012 for \(\tau=100\) and 0.098 for \(\tau=10\) (0.095 with 96 cells). Heating ten times faster raises the error by a factor of about 80, comparable to the factor 100 that the estimate (6) suggests.

### The heat that drives the expansion

Equation (3) does not say why the temperature changes. For that the first law is needed. Let \(H\) be the heat supplied per unit volume and time:

\[
H=\nabla\cdot(k\nabla T)+q ,
\]

where \(k\) is the thermal conductivity and \(q\) any volumetric source, such as absorbed radiation. Viscous heating is neglected here and sized in Part 2. The heat raises the internal energy of a parcel and does work as the parcel expands against the pressure:

\[
\rho c_v\frac{DT}{Dt}+p_0\nabla\cdot\mathbf u=H ,
\]

with \(c_v\) the heat capacity per unit mass at constant volume. Let \(p_0\) depend on time for the moment. Equation (2), multiplied by \(p_0=\rho RT/W\), gives the work term:

\[
p_0\nabla\cdot\mathbf u=\frac{\rho R}{W}\frac{DT}{Dt}-\frac{dp_0}{dt}.
\]

Insert this and use \(c_p=c_v+R/W\):

\[
\rho c_p\frac{DT}{Dt}=H+\frac{dp_0}{dt}. \tag{7}
\]

Dividing (7) by \(\rho c_pT\) gives \(D\ln T/Dt\). Since \(R/W=c_p-c_v=c_p(\gamma-1)/\gamma\), the divisor is

\[
\rho c_pT=\frac{c_p}{R/W}\,p_0=\frac{\gamma p_0}{\gamma-1}.
\]

Equation (2) then reads

\[
\nabla\cdot\mathbf u=\frac{\gamma-1}{\gamma p_0}\left(H+\frac{dp_0}{dt}\right)-\frac{1}{p_0}\frac{dp_0}{dt}.
\]

The two coefficients of \(dp_0/dt\) add to \([(\gamma-1)-\gamma]/(\gamma p_0)=-1/(\gamma p_0)\), so

\[
\nabla\cdot\mathbf u=\frac{(\gamma-1)H-dp_0/dt}{\gamma p_0}. \tag{8}
\]

At constant \(p_0\) the divergence is proportional to the heating per unit volume, and the local temperature does not appear in the factor. The reason is that \(\rho c_pT\) has the same value in hot and cold gas when \(\gamma\) is constant. Heating leaves this enthalpy per unit volume unchanged, and the added energy is carried off by the extra volume that flows out.

### A sealed vessel

The condition on \(p_0\) matters. Suppose gas is heated in a rigid, sealed and insulated vessel of volume \(\mathcal V\). The normal velocity is zero on the walls, so the integral of the divergence over the vessel is zero. For constant \(\gamma\), integration of (8) gives

\[
\frac{dp_0}{dt}=\frac{(\gamma-1)Q}{\mathcal V}, \tag{9}
\]

where \(Q=\int q\,d\mathcal V\) is the total heating power. If the heating is uniform and the gas starts at rest with uniform temperature, the temperature rises everywhere and nothing moves. Equation (3) fails completely, while (8) gives zero as it should.

The gas column above, sealed at both ends and heated with \(\tau=100\), makes the same point for non-uniform heating. The largest error of (3) is 0.97 of the largest divergence with 24 cells and 0.93 with 48. That of (8) with (9) lies between 0.00025 and 0.00027, depending on the number of cells and on how densely the times are sampled. These values were obtained with an eighth-order time integrator at relative tolerance \(10^{-10}\). A fifth-order one at \(10^{-7}\) raised the second error to 0.013 with cells and heating unchanged, so that larger error is numerical. A divergence is a velocity difference divided by a cell width, and it magnifies small velocity errors.

### Use in a solver

Write \(S\) for the right side of (8). Let \(\mathbf u^*\) be the velocity after a time step \(\Delta t\) with every force except the gradient of \(p_1\). The pressure correction is

\[
\mathbf u=\mathbf u^*-\frac{\Delta t}{\rho}\nabla p_1 .
\]

Taking the divergence and requiring \(\nabla\cdot\mathbf u=S\) gives

\[
\nabla\cdot\left(\frac{\Delta t}{\rho}\nabla p_1\right)=\nabla\cdot\mathbf u^*-S . \tag{10}
\]

The density must stay inside the outer divergence because it varies in space. If the normal velocity is prescribed on the whole boundary, a solution requires

\[
\oint\mathbf u\cdot\mathbf n\,dS=\int S\,d\mathcal V ,
\]

with \(dS\) on the left the surface element. At constant \(p_0\), an outlet whose flow is set equal to the inlet volume flow violates this condition when the gas receives net heat in between. If \(p_0\) is allowed to change, the condition instead determines \(dp_0/dt\).

The constraint should also match the temperature equation as discretized. If the imposed divergence is \(S_h\), then (2) at fixed composition gives \(D\ln p/Dt=D\ln T/Dt-S_h\) for the pressure computed from the transported density and temperature. Any mismatch accumulates along the path of a parcel as a false pressure change.

## Part 2. Hydrogen flowing onto a hot susceptor

### Symbols and results carried over

The velocity is \(\mathbf u\), the density \(\rho\), the temperature \(T\), the mean molar mass \(W\) and the thermal conductivity \(k\). The heat capacity per unit mass at constant pressure is \(c_p\), and \(\gamma\) is the heat-capacity ratio. The thermodynamic pressure \(p_0\) is uniform and constant, and \(p_1\) is the small remainder that drives the flow. Part 1 showed that, at fixed composition and without volumetric heat sources,

\[
\nabla\cdot\mathbf u=\frac{D\ln T}{Dt}=\frac{\gamma-1}{\gamma p_0}\nabla\cdot(k\nabla T), \tag{11}
\]

and that the volume of a small parcel is proportional to its temperature.

### Reduction to one dimension

Let \(z\) be the height above the susceptor, \(r\) the distance from the axis and \(L\) the gap to the showerhead. For a wide susceptor and a uniform showerhead, seek a steady flow of the form

\[
u_r=rV(z),\qquad u_z=w(z),\qquad T=T(z).
\]

Flow towards the susceptor has \(w<0\). The divergence in cylindrical coordinates is

\[
\nabla\cdot\mathbf u=\frac1r\frac{\partial(r^2V)}{\partial r}+\frac{dw}{dz}=2V+w' ,
\]

where a prime means \(d/dz\). Mass conservation reads

\[
(\rho w)'+2\rho V=0 . \tag{12}
\]

Expanding the first term gives \(\rho(2V+w')=-w\rho'\). At constant \(p_0\) and \(W\), \(\rho\) is proportional to \(1/T\), so \(-\rho'/\rho=T'/T\) and

\[
2V+w'=\frac{wT'}{T}. \tag{13}
\]

This is (11) for the present flow. Both \(w\) and \(T'\) are negative where gas descends towards higher temperature, so their product is positive.

For the radial momentum, the inertia per unit volume is

\[
\rho\left(u_r\frac{\partial u_r}{\partial r}+u_z\frac{\partial u_r}{\partial z}\right)=r\rho(V^2+wV') .
\]

With viscosity \(\mu\), the shear stress is \(\mu rV'\). The radial and azimuthal normal stresses are equal and depend on \(z\) alone, so they exert no radial force. The viscous force is therefore \(r(\mu V')'\), and

\[
\frac1r\frac{\partial p_1}{\partial r}=(\mu V')'-\rho(wV'+V^2).
\]

The right side depends on \(z\) alone. In the vertical momentum equation every term other than \(\partial p_1/\partial z\) also depends on \(z\) alone, including the weight of the gas. Hence \(\partial^2p_1/\partial r\partial z=0\), and the right side above must be a constant, called \(\Lambda\):

\[
\rho(wV'+V^2)=-\Lambda+(\mu V')',\qquad \frac{\partial p_1}{\partial r}=\Lambda r . \tag{14}
\]

The steady energy equation is

\[
\rho c_pwT'=(kT')' . \tag{15}
\]

At the susceptor \(V=w=0\) and \(T=T_s\). At the showerhead \(V=0\), \(w=-w_{\rm in}\) and \(T=T_{\rm in}\). These six conditions fix one first-order equation, two second-order equations and the constant \(\Lambda\).

For computation, use \(s=z/L\), \(\theta=T/T_{\rm in}\), \(F=\rho w/(\rho_{\rm in}w_{\rm in})\), \(\hat V=VL/w_{\rm in}\) and \(\lambda=\Lambda L^2/(\rho_{\rm in}w_{\rm in}^2)\). The density ratio is \(\rho/\rho_{\rm in}=1/\theta\). Let \(\mu\) and \(k\) both vary as \(\theta^n\). Substitution, with primes now meaning \(d/ds\), gives

\[
F'=-\frac{2\hat V}{\theta},\qquad
(\theta^n\hat V')'=\mathrm{Re}\left(F\hat V'+\frac{\hat V^2}{\theta}+\lambda\right),
\]
\[
(\theta^n\theta')'=\mathrm{Pe}\,F\theta' ,
\]

with

\[
\mathrm{Re}=\frac{\rho_{\rm in}w_{\rm in}L}{\mu_{\rm in}},\qquad
\mathrm{Pe}=\frac{\rho_{\rm in}c_pw_{\rm in}L}{k_{\rm in}} .
\]

In the rest of the text a prime again means \(d/dz\).

We have derived how heating and pressure changes set the velocity divergence, and reduced the hydrogen flow onto a hot susceptor to a one-dimensional problem. It remains to put in reactor values, see where the gas expands, check the volume balance and estimate the neglected effects.
